# Phase of Light Reflected from a Raised EUV Multilayer Mirror, part 2

An extreme-ultraviolet mask is a mirror of many thin layers. Can a bump under them, less than a nanometre high, spoil the image? The coating is conformal if every interface rises by the same height $h$ as the substrate.

The $z$ axis points out of the mask, the flat mirror's top is at $z=0$, and fields vary as $e^{-i\omega t}$. The vacuum wavelength is $\lambda$, $k=2\pi/\lambda$, and the incident wave, at angle $\theta$ from the normal, has $k_x=k\sin\theta$ and $k_z=k\cos\theta$. The flat mirror has relative permittivity $\varepsilon_0(z)$, reflection coefficient $r_0$ and, for unit incident amplitude, field $\psi_0(z)$. At interface $j$, at height $z_j$, $\Delta\varepsilon_j$ is the permittivity above minus that below, so $\varepsilon_0'=\sum_j\Delta\varepsilon_j\delta(z-z_j)$.

A wide conformal plateau reflects with coefficient $r_0e^{i\phi}$, where
$$\phi=-2k_z h=-\frac{4\pi h\cos\theta}{\lambda}. \tag{5}$$
If such plateaus cover half the mask, the specular intensity relative to a flat mask is
$$\left|\frac{1+e^{i\phi}}{2}\right|^2
=\frac{1+1+2\cos\phi}{4}
=\frac{1+\cos\phi}{2}=\cos^2\frac{\phi}{2}. \tag{6}$$
When a 1 nm substrate step was smoothed to a flat top surface, the phase was $-0.149$ rad instead of $-0.926$ rad.

In s polarization the flat-mirror field satisfies
$$k^2\sum_j\Delta\varepsilon_j\psi_0^2(z_j)=4k_z^2r_0. \tag{9}$$

The local approximation assigns the phase $-2k_zh(x)$ to each point of a conformal profile $h(x)$. To test it, take one Fourier component, $h(x)=h_qe^{iqx}$, in s polarization and to first order in height. The scattered field $v(z)e^{i(k_x+q)x}$ obeys
$$v''+\left[k^2\varepsilon_0-(k_x+q)^2\right]v=k^2h_q\varepsilon_0'\psi_0. \tag{10}$$
With zero on the right, this is the flat-mirror equation for lateral wave number $k_x+q$.

The example has $\lambda=13.5$ nm, $\theta=6^\circ$, $k_z=0.46287$ rad/nm and a mirror of 40 periods of 7 nm. The outgoing amplitude must now be found from equation (10).

Q: How do you extract the outgoing amplitude without solving this for every profile?

A: Use a second solution for the flat mirror. Let $\psi_1(z)$ be its field for unit incident amplitude and lateral wave number $k_x+q$. In vacuum,
$$\psi_1=e^{-ik_1z}+r_1e^{ik_1z},\qquad k_1=\sqrt{k^2-(k_x+q)^2}.$$
Multiply equation (10) by $\psi_1$ and subtract $v$ times the equation for $\psi_1$. This gives
$$\frac{d}{dz}\left(\psi_1v'-v\psi_1'\right)=k^2h_q\varepsilon_0'\psi_0\psi_1 .$$
Deep in the substrate, $v$ and $\psi_1$ are proportional to the same downward wave, so the bracket is zero. In vacuum the scattered wave travels upward, $v=b\,e^{ik_1z}$, and the bracket is
$$ik_1b\,e^{ik_1z}\left[(e^{-ik_1z}+r_1e^{ik_1z})+(e^{-ik_1z}-r_1e^{ik_1z})\right]=2ik_1b .$$
Integrating over the interfaces and dividing by $2ik_1$, we find $b=h_qA(q)$ with
$$A(q)=-\frac{ik^2}{2k_1}\sum_j\Delta\varepsilon_j\psi_0(z_j)\psi_1(z_j). \tag{11}$$
The local approximation replaces this by the derivative of $r_0e^{-2ik_zh}$ at $h=0$, which is $-2ik_zr_0$. Their ratio,
$$F(q)=\frac{A(q)}{-2ik_zr_0}, \tag{12}$$
measures the error. At $q=0$ the two fields coincide, and equation (9) gives $F(0)=1$. A sufficiently wide, low bump therefore has the local phase. The departure of $F$ from one tells us what its finer lateral structure does.

Q: Which values of $q$ matter to the image?

A: Those collected by the lens. Take a wafer-side numerical aperture of 0.33 and fourfold reduction. On the mask side the aperture is $0.33/4=0.0825$. With the pupil centred on the specular beam, its edge is at $|q|=0.0825k$, which corresponds to a lateral period of $13.5/0.0825=163.6$ nm on the mask.

At the edge where the outgoing beam is closer to the normal, $F$ has modulus 0.999 and phase $0.117$ rad. At the opposite edge it has modulus 1.03 and phase $-0.281$ rad. The moduli are close to one, but the phases are not negligible. At the second edge,
$$|F-1|\approx\left|1.0325e^{-0.2812i}-1\right|\approx0.29 .$$
Relative to the local first-order amplitude, the complex error there is thus about 29 percent.

Q: Is that an error in the physics or in your first-order formula?

A: The first-order formula was tested separately. A conformal sinusoidal mirror, $h(x)=H\cos Kx$, was solved with its diffraction orders coupled to one another. Here $H=0.1$ nm, and $K$ was placed at the edge of the pupil. Since
$$H\cos Kx=\frac H2\left(e^{iKx}+e^{-iKx}\right),$$
the first-order formula predicts amplitudes $(H/2)A(\pm K)$. The coupled solution differed from both predictions by at most $2.0\times10^{-4}$ of the predicted amplitude. This figure is better than the test deserves: the neglected terms of higher order in height, and the numerical division of the relief into thin slices, each cause an error of about $10^{-3}$, and here the two largely cancel. The test supports agreement to about one part in a thousand, which is still far smaller than the 29 percent in question. The departure of $F$ from one is therefore a property of this mirror, and the local approximation misses it.

Q: A phase error of 0.28 rad could ruin the image calculation.

A: Part of it merely moves the image. Split the phase at the two edges into an odd and an even part:
$$\frac{-0.281-0.117}{2}=-0.199\ \mathrm{rad},\qquad
\frac{-0.281+0.117}{2}=-0.082\ \mathrm{rad}.$$
If the odd part is linear in $q$ across the pupil, it shifts the scattered field by $0.199/K$. With $K=2\pi/163.6$ nm$^{-1}$ this is 5.2 nm on the mask, or 1.3 nm on the wafer. The even part resembles a small focus error. It will have to be compared with defocus once the image has been calculated.

Q: The formula with $F$ is linear in height. Your phases approach one radian. Does the exponential survive for a relief that is wide but not low?

A: For a sinusoidal relief the local law gives the reflection factor $r_0e^{-iX\cos\alpha}$, where $X=2k_zH$ and $\alpha=Kx$. The generating function of the Bessel functions is
$$\exp\left[\frac X2\left(t-\frac1t\right)\right]=\sum_nJ_n(X)t^n .$$
Put $t=-ie^{i\alpha}$. Then $1/t=ie^{-i\alpha}$ and $t-1/t=-2i\cos\alpha$, so
$$r_0e^{-iX\cos\alpha}=r_0\sum_n(-i)^nJ_n(X)e^{in\alpha}. \tag{13}$$
The order amplitudes have moduli $|r_0J_n(2k_zH)|$.

For $H=0.5$ nm, which is 1 nm from valley to peak, $X=0.463$. With a period of 2000 nm the coupled calculation gives a zero-order modulus of 0.9470 relative to $|r_0|$, against 0.9472 from the Bessel function. The two first orders have moduli 0.2254 and 0.2257, against 0.2253. The last digit of these coupled values is not converged: the division of the relief into slices raises the first orders by 0.0002 to 0.0003 and lowers the zero order by about 0.0001. This tests a finite height with slow lateral variation. The previous test had a small height and faster variation. A high and narrow bump was not covered by either.

Q: Then let us see an image, with the assumptions in the open.

A: Let the bump be a disk with a flat top and radius 40 nm on the mask. At wafer scale its radius is $a=10$ nm. The light is coherent and scalar, and the circular pupil is centred on the specular beam. There are no absorber lines, and the response of the resist is left out. I use the local phase, so $F$ is replaced by one. Partial coherence and vector effects are also omitted.

Divide the reflected field by that of the flat mirror. At wafer scale it becomes
$$1+(e^{i\phi}-1)\chi(\rho),$$
where $\chi$ is one inside the disk and zero outside. The constant background passes through the centre of the pupil. The disk term is filtered. Its Fourier transform is
$$2\pi\int_0^a\rho J_0(q\rho)\,d\rho=\frac{2\pi aJ_1(qa)}q,$$
because $d[xJ_1(x)]/dx=xJ_0(x)$.

Let $z_w$ be the distance past focus at the wafer. Propagation over $z_w$ multiplies a component by $\exp(iz_w\sqrt{k^2-q^2})$. Relative to the background, which acquires $\exp(ikz_w)$, the factor is $\exp[-iz_w(k-\sqrt{k^2-q^2})]$. The filtered disk at its centre has the amplitude
$$c=\frac1{(2\pi)^2}\int_0^{k\mathrm{NA}}\frac{2\pi aJ_1(qa)}q\,
e^{-iz_w(k-\sqrt{k^2-q^2})}\,2\pi q\,dq,$$
which simplifies to
$$c=a\int_0^{k\mathrm{NA}}J_1(qa)\,
e^{-iz_w(k-\sqrt{k^2-q^2})}\,dq. \tag{14}$$
The relative intensity at the centre is
$$I=\left|1+c(e^{i\phi}-1)\right|^2. \tag{15}$$
A direct numerical integration over both pupil and disk tested the coefficient $c$ in focus and at the two defocused positions used below.

Q: Start in focus. A pure phase object should then be invisible.

A: It would be if the lens passed every Fourier component. This lens does not. At $z_w=0$, $J_0'=-J_1$ gives
$$c=1-J_0(k\mathrm{NA}\,a).$$
Here $k\mathrm{NA}\,a=1.536$ and $c=0.508$. For real $c$, equation (15) becomes
$$\begin{aligned}
I&=\left|(1-c)+ce^{i\phi}\right|^2\\
&=(1-c)^2+c^2+2c(1-c)\cos\phi\\
&=1-2c(1-c)(1-\cos\phi).
\end{aligned}\tag{16}$$
The last line uses $(1-c)^2+c^2=1-2c(1-c)$.

For $h=0.5$ nm, $1-\cos\phi=0.105$. The loss is $2(0.508)(0.492)(0.105)=0.053$, so $I=0.95$. For 1 nm, $1-\cos\phi=0.399$ and $I=0.80$. These values are close to those of equation (6) because $c$ is close to one half. The bump was thus chosen near the width that gives the greatest central darkening in focus: $c(1-c)$ has its maximum at $c=1/2$.

Q: So another width would give a weaker effect?

A: It would give weaker darkening at the centre in focus. For a very narrow disk, $J_0(x)\approx1-x^2/4$, so $c\approx(k\mathrm{NA}\,a)^2/4$ and the effect disappears with the disk area. For a very wide disk, $J_0$ tends to zero, $c$ tends to one, and the centre returns to the background intensity. The edges of the disk can still be visible. At intermediate widths where $J_0$ is negative, $c$ exceeds one and the centre becomes brighter than the background.

Q: Half a nanometre cost only five percent. That hardly supports the warning about bumps below a nanometre.

A: Focus changes the answer. Write $c=c_r+ic_i$. Then
$$\mathrm{Re}[c(e^{i\phi}-1)]=-c_r(1-\cos\phi)-c_i\sin\phi,$$
and $|e^{i\phi}-1|^2=2(1-\cos\phi)$. Expanding equation (15), we get
$$I=1-2(c_r-|c|^2)(1-\cos\phi)-2c_i\sin\phi. \tag{17}$$
For small height the middle term is quadratic, because $1-\cos\phi\approx\phi^2/2$. The last term is linear. It is absent in focus, where $c_i=0$.

At 50 nm past focus, $c=0.388-0.271i$. For $h=0.5$ nm the phase is negative, with $\sin\phi=-0.447$. The linear term contributes $-2(-0.271)(-0.447)=-0.242$. With $|c|^2=0.224$, the other term contributes $-2(0.388-0.224)(0.105)=-0.034$. The intensity is $1-0.242-0.034=0.72$. The same bump that caused a 5 percent dip in focus now causes a 28 percent dip.

Q: And on the other side of focus?

A: Reversing $z_w$ replaces $c$ by its complex conjugate. The linear term changes sign while the quadratic term stays the same. At 50 nm before focus the centre is therefore bright, with $I=1+0.242-0.034=1.21$.

The signs have a simple meaning. The wave from the bump has travelled a shorter path, so the middle of its wavefront is ahead. For a disk as small as this one, such a wavefront spreads as it travels, and the centre becomes darker past focus. The picture fails for wider disks, whose centre is governed by diffraction from the edge: at a wafer-scale radius of 40 nm, equation (14) gives $c_i>0$ at 50 nm past focus, and the dark and bright sides are reversed. For a pit $\phi$ is positive, and the dark and bright sides are exchanged.

Numerical tests of the scaling agree with equation (17). Doubling a very small height multiplies the dip in focus by 4.000. It multiplies the intensity difference between the two sides of focus by 2.000.

Q: How low can the bump be before the effect drops below some stated level?

A: Take a 10 percent dip at the centre as a marker. It is a chosen level, not a printing threshold. In focus, equation (16) requires
$$1-\cos\phi=\frac{0.1}{2(0.508)(0.492)}=0.200 .$$
Hence $|\phi|=0.644$ rad and
$$h=\frac{0.644}{2(0.46287)}=0.70\ \mathrm{nm}.$$
At 50 nm past focus, the numerical solution of equation (15) gives 0.19 nm, or 1.9 Å. In this model, then, heights below one nanometre do matter. The claim concerns height. The width of this bump is 80 nm on the mask.

Q: You left out $F$, and its even phase looked like defocus. Does that undermine the numbers in focus?

A: It limits their accuracy. At the pupil edge, a defocus of 50 nm gives the phase
$$-50k\left(1-\sqrt{1-0.33^2}\right)=-1.30\ \mathrm{rad}.$$
The even part of the phase of $F$ was $-0.082$ rad, which matches a defocus of about $50(0.082/1.30)=3$ nm. This compares the edge values alone, and for one direction across the pupil.

For a defocus of 3 nm, equation (14) gives $c_i\approx-0.019$. For $h=0.5$ nm the extra change in intensity is then about $-2(0.019)(0.447)=-0.017$. That is roughly a third of the calculated dip of 0.053. The purely quadratic behaviour in focus therefore belongs to the local model. The penetration of light into the mirror can add a small linear term at nominal focus. It lowers the height for a 10 percent dip there from 0.70 nm to about 0.62 nm. At 50 nm defocus the estimated change in focus is small compared with the defocus itself.

Q: What would I need to know about an actual defect before using any of this?

A: First, the displacement of the interfaces through the stack. If they all rise equally, equation (5) gives the plateau phase. If the step fades towards the surface, the phase can be much smaller, as the smoothed example showed. Secondly, the lateral shape, because it determines how much of the scattered light enters the pupil and how well the local phase describes it. Thirdly, the illumination, the focus and the neighbouring mask pattern. The phase of a wide conformal plateau follows from its height, angle and wavelength, but the height at which a defect prints does not. The values behind the example are collected in the numerical output.

## Values computed for the example and the checks

```
wavelength: 13.5 nm
incidence angle: 6.0 degrees
cos(theta): 0.99452
normal wave number kz: 0.46287 rad/nm
number of periods: 40
dense layer, spacer: 2.8, 4.2 nm
dense layer index: 0.920+0.006j
spacer index: 1.000+0.002j
substrate index: 0.980+0.001j
total stack thickness: 280.0 nm
flat mirror reflectance: 0.7386
largest error of lift law: 6.8e-09
phase size, h=0.3 nm: 0.2777 rad = 15.91 deg
phase size, h=0.5 nm: 0.4629 rad = 26.52 deg
phase size, h=1.0 nm: 0.9257 rad = 53.04 deg
signed numerical phase, h=1 nm: -0.9257 rad
height for phase pi: 3.394 nm
phase, 1 nm step smoothed to flat top: -0.1493 rad
smoothed/conformal phase ratio: 0.1613
mask-side numerical aperture: 0.0825
lateral period at pupil edge: 163.6 nm
F at minus edge: size 0.9992, phase 0.1170 rad
F at plus edge: size 1.0325, phase -0.2812 rad
first-order vs coupled, worst relative error: 2.0e-04
wide relief: amplitude 0.5, period 2000 nm
order -1: coupled 0.2254, Bessel 0.2253
order 0: coupled 0.9470, Bessel 0.9472
order 1: coupled 0.2257, Bessel 0.2253
bump radius on mask, at wafer scale: 40.0, 10.0 nm
wafer-side NA, reduction: 0.33, 4
k NA a: 1.5359
c at defocus -50 nm: 0.3878+0.2714j
c at defocus 0 nm: 0.5083+0.0000j
c at defocus 50 nm: 0.3878-0.2714j
I at defocus -50, 0, +50 nm, h=0.3 nm: 1.1363, 0.9808, 0.8386
I at defocus -50, 0, +50 nm, h=0.5 nm: 1.2079, 0.9474, 0.7231
I at defocus -50, 0, +50 nm, h=1.0 nm: 1.3032, 0.8007, 0.4356
in-focus dip ratio on doubling small h: 4.000
through-focus difference ratio, same: 2.000
height for 10 percent dip in focus: 0.695 nm
height for 10 percent dip at +50 nm: 0.190 nm
```
